# The Cubic Dresselhaus Term and Its Linear Form in (001) Wells

An electron moves in the lowest conduction band of a zinc-blende crystal, near the zone centre $\Gamma$. The axes $x,y,z$ lie along the cube edges. At $\Gamma$ the band has an s-like orbital part, so its two states transform like the two states of a spin one half, and no other band touches it there. Spin-orbit coupling is present, and there is no magnetic field.

Within this doublet, every Hermitian Hamiltonian has the form

$$H(\mathbf k)=E_0(\mathbf k)+\boldsymbol\sigma\cdot\boldsymbol\Omega(\mathbf k),$$

where $\boldsymbol\sigma$ are the Pauli matrices and $\boldsymbol\Omega$ is a real vector with the dimension of energy. Since the band is isolated, $\boldsymbol\Omega$ can be expanded in powers of $\mathbf k$. Energies are in meV and lengths in nm, the natural scales of a quantum well. The two main coefficients are also converted to Hartree atomic units.

## (a) What do the symmetries demand of $\boldsymbol\Omega$, and is a linear term allowed?

**Solution.** Time reversal changes the sign of both $\boldsymbol\sigma$ and $\mathbf k$. For $\boldsymbol\sigma\cdot\boldsymbol\Omega$ to be unchanged,

$$\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k),$$

so only odd powers of $\mathbf k$ occur.

A point operation with matrix $R$ takes $\mathbf k$ to $R\mathbf k$. Spin is an axial vector and is taken to $\det(R)\,R\,\boldsymbol\sigma$. Invariance of the crystal under $R$ therefore means

$$\boldsymbol\Omega(R\mathbf k)=\det(R)\,R\,\boldsymbol\Omega(\mathbf k).\tag{1}$$

If inversion, $R=-1$, were a symmetry, then $\det(R)R=+1$ and (1) would give $\boldsymbol\Omega(-\mathbf k)=\boldsymbol\Omega(\mathbf k)$. Together with time reversal this would force $\boldsymbol\Omega=0$. Zinc blende has two different atoms in the cell and no inversion, so $\boldsymbol\Omega$ may survive.

The point group $T_d$ consists of the 24 signed permutations of $(x,y,z)$ that leave the product $xyz$ unchanged. It is generated by three kinds of operation:

- twofold rotations about the cube axes, such as $(x,y,z)\to(x,-y,-z)$;
- the threefold rotation $(x,y,z)\to(z,x,y)$;
- the mirror $(x,y,z)\to(y,x,z)$, with determinant $-1$.

Let $\Omega_x$ contain a monomial $k_x^ak_y^bk_z^c$. The rotation about $x$ leaves $\Omega_x$ unchanged and reverses $k_y,k_z$, so $b+c$ is even. The rotation about $z$ reverses $\Omega_x$, $k_x$ and $k_y$, so $a+b$ is odd.

For a linear term, $a+b+c=1$ with $b+c$ even leaves $\Omega_x=\lambda k_x$. The threefold rotation then gives $\Omega_y=\lambda k_y$ and $\Omega_z=\lambda k_z$. For the mirror, the $x$ component of (1) reads

$$\Omega_x(k_y,k_x,k_z)=-\Omega_y(k_x,k_y,k_z),\tag{2}$$

that is, $\lambda k_y=-\lambda k_y$. Hence $\lambda=0$. The rotations alone would permit $\boldsymbol\sigma\cdot\mathbf k$; the mirrors forbid it.

## (b) Find the most general cubic term.

**Solution.** Now $a+b+c=3$. Since $b+c$ is even, $a$ is odd. Since $a+b$ is odd, $b$ is even, and then $c$ is even too. Three monomials remain:

$$\Omega_x=A k_x^3+B k_xk_y^2+C k_xk_z^2 .$$

The threefold rotation takes $(k_x,k_y,k_z)$ to $(k_z,k_x,k_y)$. The $y$ component of (1) is then $\Omega_y(k_z,k_x,k_y)=\Omega_x(k_x,k_y,k_z)$. Renaming the arguments gives $\Omega_y(k_x,k_y,k_z)=\Omega_x(k_y,k_z,k_x)$, so

$$\Omega_y=A k_y^3+B k_yk_z^2+C k_yk_x^2 .$$

One more cyclic step gives

$$\Omega_z=A k_z^3+B k_zk_x^2+C k_zk_y^2 .$$

Insert these in the mirror condition (2):

$$A k_y^3+B k_yk_x^2+C k_yk_z^2=-A k_y^3-B k_yk_z^2-C k_yk_x^2 .$$

The coefficients of $k_y^3$ give $A=0$, and those of $k_yk_x^2$ give $C=-B$. The $k_yk_z^2$ terms repeat the latter condition, and so does the $z$ component of (1). With $B=\gamma$,

$$H_D=\gamma\left[\sigma_xk_x(k_y^2-k_z^2)+\sigma_yk_y(k_z^2-k_x^2)+\sigma_zk_z(k_x^2-k_y^2)\right].\tag{3}$$

This is the Dresselhaus term. We write it as $\gamma\,\boldsymbol\sigma\cdot\mathbf f(\mathbf k)$. Symmetry fixes its form but says nothing about the size of $\gamma$, which depends on the band structure and vanishes without spin-orbit coupling.

The sign of $\gamma$ is tied to the crystal's orientation. Inverting the crystal, which exchanges the positions of the two atomic species, replaces $\boldsymbol\Omega(\mathbf k)$ by $\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k)$, and $\gamma$ changes sign.

## (c) Find the spin splitting. In which directions does the cubic term vanish?

**Solution.** The components of $\mathbf f$ are ordinary numbers in the bulk, so $(\boldsymbol\sigma\cdot\mathbf f)^2=|\mathbf f|^2$. The eigenvalues of $H_D$ are $\pm|\gamma||\mathbf f|$, and the splitting is

$$\Delta E=2|\gamma||\mathbf f(\mathbf k)| .$$

Along $[100]$, $k_y=k_z=0$. The first component of $\mathbf f$ contains $k_y^2-k_z^2=0$, and the other two contain the factors $k_y$ and $k_z$. Thus $\mathbf f=0$. Along $[111]$ the squares are equal, so every bracket in (3) vanishes.

There are no other zeros. If all three components of $\mathbf k$ are nonzero, $\mathbf f=0$ requires $k_x^2=k_y^2=k_z^2$, which is a $\langle111\rangle$ direction. If $k_x=0$, the second component requires $k_yk_z^2=0$, so a second component of $\mathbf k$ vanishes and $\mathbf k$ lies along a cube axis. The cases $k_y=0$ and $k_z=0$ follow by cyclic exchange.

Along $[110]$, put $k_x=k_y=k/\sqrt2$ and $k_z=0$. Then

$$\mathbf f=\frac{k^3}{2\sqrt2}(1,-1,0),\qquad |\mathbf f|=\frac{k^3}{2},\qquad \Delta E=|\gamma|k^3 .$$

The law can be checked on a crystal in which (3) is not assumed. A nearest-neighbour tight-binding model with s and p orbitals, on-site spin-orbit coupling and round parameters is diagonalized at $k=0.03\ \mathrm{nm^{-1}}$. The $[110]$ splitting of 324.5 neV gives $\Delta E/k^3=12.02\ \mathrm{meV\,nm^3}$ for this model crystal. Higher orders still lower this quotient slightly; as $k\to0$ it tends to $|\gamma|=12.03\ \mathrm{meV\,nm^3}$. The spin direction gives the positive sign when the atom with the lower on-site energies is at the origin and the other at $\tfrac a4(1,1,1)$, with $a$ the cubic lattice constant; exchanging the two atoms reverses it.

Along $(2,1,0)$ the definition gives $|\mathbf f|=k^3\sqrt{2^2+4^2}/5^{3/2}=0.4\,k^3$. The predicted splitting is therefore $0.8\times324.5=259.6$ neV, and the diagonalization also gives 259.6 neV. The other directions in the numerical output agree similarly well.

## (d) Could higher powers of $\mathbf k$ split the band along $[100]$ or $[111]$?

**Solution.** Apply (1) to operations that leave $\mathbf k$ itself unchanged. They require

$$\boldsymbol\Omega(\mathbf k)=\det(R)\,R\,\boldsymbol\Omega(\mathbf k).$$

For $\mathbf k\parallel[100]$, the twofold rotation about $x$ forces $\Omega_y=\Omega_z=0$. The mirror exchanging $y$ and $z$ also preserves $\mathbf k$. An axial vector lying in a mirror plane is reversed by the mirror, so $\Omega_x=-\Omega_x=0$.

For $\mathbf k\parallel[111]$, the threefold rotation forces $\boldsymbol\Omega$ to be parallel to $\mathbf k$. A mirror containing the axis reverses this component, so it vanishes. Neither argument refers to a power of $\mathbf k$. Every term in the expansion of $\boldsymbol\Omega$ therefore vanishes on these axes.

The same result can be read from characters. For a spin one half, $|\chi|^2=4\cos^2(\theta/2)=2+2\cos\theta$, where $\theta$ is the angle of the proper rotation that acts on the spin. A mirror acts on spin as a rotation by $\pi$ and contributes zero. The average of $|\chi|^2$ over the operations preserving $\mathbf k$ is

$$[100]:\ \frac{4+0+0+0}{4}=1,\qquad [111]:\ \frac{4+1+1+0+0+0}{6}=1,\qquad [110]:\ \frac{4+0}{2}=2 .$$

An average of 1 means that the doublet is irreducible and cannot split. Along $[110]$ the average is 2, and splitting is allowed. The argument holds for a doublet that transforms like spin one half; it does not cover every valence band.

At the much larger $k=3\ \mathrm{nm^{-1}}$, the tight-binding splitting is zero to the printed accuracy along $[100]$ and $[111]$, but 43.7 meV along $[110]$. The cubic law would give $12.02\times27\approx325$ meV there. The degeneracies thus persist far outside the range in which the cubic term is quantitatively useful.

## (e) Confine the electron in a symmetric (001) well. What is the spin term of the lowest subband?

**Solution.** Let $V(z)$ be even about the well centre, and take the mass $m$ and $\gamma$ to be the same everywhere. The envelope function obeys

$$H=\frac{\hbar^2}{2m}(k_x^2+k_y^2+k_z^2)+V(z)+\gamma\,\boldsymbol\sigma\cdot\mathbf f,\qquad k_z=-i\frac{d}{dz},$$

while $k_x,k_y$ remain numbers. No ordering problem arises, because $k_z$ multiplies only constants.

Without the spin term, the lowest subband has a real normalized function $\psi(z)$ and is spin degenerate. If the spin term is small compared with the subband spacing, first-order degenerate perturbation theory replaces the powers of $k_z$ in (3) by their averages. Since $\psi$ vanishes at the ends of its range,

$$\langle k_z\rangle=-i\int\psi\psi'\,dz=-\frac{i}{2}\left[\psi^2\right]=0,$$

$$q\equiv\langle k_z^2\rangle=-\int\psi\psi''\,dz=\int(\psi')^2dz>0 .$$

The $\sigma_z$ term is linear in $k_z$ and drops out:

$$H_{2D}=\gamma\left[\sigma_xk_x(k_y^2-q)+\sigma_yk_y(q-k_x^2)\right].\tag{4}$$

For $k^2=k_x^2+k_y^2\ll q$, the terms cubic in the in-plane components can be dropped, leaving

$$H_{\rm lin}=\beta(\sigma_yk_y-\sigma_xk_x),\qquad \beta=\gamma\langle k_z^2\rangle .\tag{5}$$

A linear term was forbidden in the bulk, but the well has lower symmetry. The threefold rotations are lost, and the remaining group is $D_{2d}$. This holds for the envelope model and for a crystal whose two interfaces are equivalent, as when well and barrier share an atomic species. If they share none and the two interfaces contain different bonds, the group is only $C_{2v}$, as for the asymmetric well below, even though the band-edge profile is even. Its twofold rotations allow $\Omega_x=ak_x$ and $\Omega_y=bk_y$, with no linear $\Omega_z$. The mirror condition (2) gives $ak_y=-bk_y$, so $b=-a$. Equation (5) has the one linear form permitted.

If the well is asymmetric, the twofold rotations about $x$ and $y$ are lost as well. Then $\Omega_x=ak_x+a'k_y$ is allowed, and (2) gives $\Omega_y=-ak_y-a'k_x$. The additional invariant $a'(\sigma_xk_y-\sigma_yk_x)$ is the Rashba form. Interfaces can also contribute to $a$ in a symmetric well; (5) contains only the part inherited from the bulk term.

## (f) How do the splitting and the spin direction depend on the in-plane direction?

**Solution.** Square the two coefficients in (4):

$$\frac{|\boldsymbol\Omega|^2}{\gamma^2}=k_x^2(k_y^2-q)^2+k_y^2(q-k_x^2)^2
=q^2k^2-4qk_x^2k_y^2+k^2k_x^2k_y^2 .$$

Let $\varphi$ be the angle from $[100]$. Then $k_x^2k_y^2=\tfrac14k^4\sin^22\varphi$, and

$$\Delta E=2|\gamma|k\sqrt{q^2-\left(qk^2-\tfrac14k^4\right)\sin^22\varphi}.\tag{6}$$

For small $k$ this becomes $2|\beta|k$, the same in all in-plane directions. Along $[100]$ the root is $q$, so (4) gives $2|\beta|k$ without a cubic correction. Along $[110]$ the root is $|q-k^2/2|$. For $k^2<2q$ the splitting there is

$$\Delta E_{[110]}=2|\beta|k-|\gamma|k^3 .$$

The well splits the band along $[100]$ although the bulk does not. The confined state contains a spread of $k_z$ values centred on zero, and its components with $k_z\ne0$ have wave vectors off the cube axis. Contributions odd in $k_z$ average to zero, while those containing $k_z^2$ remain.

Although the linear splitting is isotropic, the spin pattern is not. From (5), $\boldsymbol\Omega=\beta k(-\cos\varphi,\sin\varphi,0)$. For $\beta>0$ the lower state has its spin opposite to $\boldsymbol\Omega$, along $(\cos\varphi,-\sin\varphi,0)$. As $\mathbf k$ turns anticlockwise, the spin turns clockwise. It is parallel to $\mathbf k$ along $[100]$ and perpendicular to it along $[110]$.

## (g) Evaluate the result for hard walls and for barriers of finite height.

Take the round model values $\gamma=20\ \mathrm{meV\,nm^3}$ (4.96 Ha bohr³), $m=0.07$ electron masses, width $L=10$ nm and $k=0.1\ \mathrm{nm^{-1}}$. Then $\hbar^2/2m=544.3\ \mathrm{meV\,nm^2}$. The finite barriers are $V_0=300$ meV high.

**Solution, hard walls.** The ground state is $\psi=\sqrt{2/L}\,\sin(\pi z/L)$ for $0<z<L$. It obeys $-\psi''=(\pi/L)^2\psi$, so

$$q=\frac{\pi^2}{L^2}=0.0987\ \mathrm{nm^{-2}},\qquad \beta=20\times0.0987=1.974\ \mathrm{meV\,nm},$$

or $1.371\times10^{-3}$ Ha bohr. The linear splitting is $2\times1.974\times0.1=0.395$ meV. Along $[110]$ the cubic correction is $\gamma k^3=0.020$ meV, leaving 0.375 meV. These energies are far below the subband spacing, $3(\hbar^2/2m)q=161$ meV, as the perturbation treatment requires.

**Solution, finite barriers.** Put $z=0$ at the centre. The ground state is $\psi=\cos\kappa_{\rm in}z$ inside the well and $\psi=\cos c\;e^{-\kappa_{\rm out}(|z|-L/2)}$ outside, with $c=\kappa_{\rm in}L/2$, apart from normalization. Continuity of $\psi'$ gives

$$\kappa_{\rm in}\tan c=\kappa_{\rm out},\qquad \kappa_{\rm in}^2+\kappa_{\rm out}^2=\frac{V_0}{\hbar^2/2m}.$$

From the first relation, $\sin c\cos c=(\kappa_{\rm out}/\kappa_{\rm in})\cos^2c$ and $\cos^2c=\kappa_{\rm in}^2/(\kappa_{\rm in}^2+\kappa_{\rm out}^2)$. The normalization integral is

$$\int\psi^2dz=\frac L2+\frac{\sin c\cos c}{\kappa_{\rm in}}+\frac{\cos^2c}{\kappa_{\rm out}}
=\frac L2+\cos^2c\,\frac{\kappa_{\rm out}^2+\kappa_{\rm in}^2}{\kappa_{\rm in}^2\kappa_{\rm out}}
=\frac L2+\frac1{\kappa_{\rm out}} .$$

In the derivative integral the boundary terms cancel:

$$\int(\psi')^2dz=\kappa_{\rm in}^2\frac L2-\kappa_{\rm in}\sin c\cos c+\kappa_{\rm out}\cos^2c=\kappa_{\rm in}^2\frac L2 .$$

Their ratio is

$$q=\frac{\kappa_{\rm in}^2L}{L+2/\kappa_{\rm out}} .$$

The matching condition gives $\kappa_{\rm in}=0.2465$ and $\kappa_{\rm out}=0.7003\ \mathrm{nm^{-1}}$. Hence

$$q=\frac{0.06075\times10}{10+2.856}=0.0473\ \mathrm{nm^{-2}},\qquad \beta=0.945\ \mathrm{meV\,nm}.$$

The linear splitting is 0.189 meV, less than half the hard-wall value. The same $\gamma k^3=0.020$ meV reduces it to 0.169 meV along $[110]$. This is now an 11% reduction relative to the linear value, against 5% for hard walls, because $q$ is smaller.

For $V_0\to\infty$, $\kappa_{\rm out}\to\infty$ and $\kappa_{\rm in}\to\pi/L$, which restores the hard-wall result. For fixed $V_0$ and $L\to0$, the matching condition becomes $\kappa_{\rm out}\approx\kappa_{\rm in}^2L/2$, and $q\approx\kappa_{\rm out}^2\to0$: the state spreads into the barriers. Since $q$ also vanishes for a very wide well, $|\beta|$ is largest at an intermediate width. For the present $V_0$ and $m$ the maximum lies near $L=3$ nm. The hard-wall law $\beta\propto1/L^2$ fails completely for narrow wells and is approached only slowly in wide ones: $q$ is 0.48 of the hard-wall value at 10 nm, 0.68 at 20 nm and 0.82 at 40 nm.

Equation (6) was tested against diagonalization of the full well Hamiltonian with many subbands, at $\varphi=0$, $30^\circ$ and $45^\circ$. The relative differences were below $10^{-4}$ for hard walls and $10^{-3}$ for finite barriers. This checks the reduction to one subband within the model. It does not test the assumptions of constant $m$ and $\gamma$, the neglect of interface terms, or the truncation of $\boldsymbol\Omega$ at cubic order, all of which limit the use of these numbers for a real well. In the tight-binding crystal of (c), the bulk splitting at small $k_x$ already lies 4% below the cubic law at $k_z=0.25\ \mathrm{nm^{-1}}$ and 7% below it at $k_z=0.31\ \mathrm{nm^{-1}}$, the confinement wave numbers used here.

## Table of computed values

```
Invariants sigma*k, Td: 0
Invariants sigma*k^3, Td: 1
Invariants sigma*k^3, with inversion (Oh): 0
Invariants sigma*k, symmetric well D2d: 1
Invariants sigma*k, asymmetric well C2v: 2
Mean |spinor character|^2 [100]: 1
Mean |spinor character|^2 [111]: 1
Mean |spinor character|^2 [110]: 2
--- tight-binding test crystal ---
Lattice constant: 0.6 nm
Site energies sA,pA,sB,pB: -8.0 1.0 -3.0 4.0 eV
Hoppings ss,sp,pp-sigma,pp-pi: -1.6 2.0 3.0 -0.8 eV
Atomic p spin-orbit splitting, both atoms: 0.4 eV
Small |k|: 0.03 1/nm
Splitting along [110]: 324.495 neV
Power of k from k/2 and k: 2.9992
gamma from [110]: 12.018 meV nm^3
(2, 1, 0): diagonalized 259.603, law 259.596 neV
(1, 1, 2): diagonalized 187.357, law 187.347 neV
(1, 2, 3): diagonalized 235.728, law 235.722 neV
(3, -1, 1): diagonalized 201.272, law 201.258 neV
Large |k|: 3.0 1/nm
Splitting along (1, 0, 0), large k: 0.000000 meV
Splitting along (1, 1, 1), large k: 0.000000 meV
Splitting along (1, 1, 0), large k: 43.655342 meV
Same [110] k, identical atoms: 0.000000 meV
Same [110] k, no spin-orbit: 0.000000 meV
--- (001) well, model parameters ---
gamma: 20.0 meV nm^3 = 4.960 Ha bohr^3
Mass: 0.07 electron masses; width: 10.0 nm
hbar^2/(2m): 544.28 meV nm^2
In-plane k: 0.1 1/nm
Hard walls <kz^2>: 0.09870 1/nm^2
Hard walls subband spacing: 161.16 meV
Hard walls beta: 1.9739 meV nm
Hard walls beta: 1.3708e-03 Ha bohr
Hard walls linear splitting: 0.3948 meV
Hard walls full splitting [100]: 0.3948 meV
Hard walls full splitting [110]: 0.3748 meV
Barrier height: 300.0 meV
Finite well kappa_in: 0.24648 1/nm
Finite well kappa_out: 0.70031 1/nm
Finite well <kz^2>: 0.04726 1/nm^2
Finite well subband spacing: 95.34 meV
Finite well beta: 0.9451 meV nm
Finite well linear splitting: 0.1890 meV
Finite well full splitting [100]: 0.1890 meV
Finite well full splitting [110]: 0.1690 meV
```
